# Opposing-field limit for ten-year retention in a hafnia memory capacitor

## Problem

A ferroelectric memory capacitor stores a bit as the direction of its polarization. Imprint is the gradual preference of the film for one of the two directions. It acts like an internal field: it supports the preferred state and opposes the other one, which is therefore the state at risk.

Let $E>0$ be the magnitude of the total field opposing the state at risk, constant in time. A region of the film switches under this field in a characteristic time given by Merz's law,

$$\tau(E)=t_0\,e^{E_a/E},$$

with prefactor $t_0=1$ ps and activation field $E_a=20$ MV/cm at 300 K. The film is 10 nm thick. These and the later parameters are round, rough values in the regime of hafnium-zirconium oxide capacitors. A year is 365.25 days.

(a) Find the largest $E$ for which $\tau(E)$ is at least ten years, and the corresponding voltage across the film.

(b) What happens to the switching time if the field exceeds this limit by 10%? How does the limit change if $t_0$ is ten times longer?

(c) Regions flip independently at the rate $1/\tau$. What polarization is left after ten years at the limit of part (a)? Which field keeps the flipped fraction down to 10%?

(d) Derive Merz's law from the growth of a flat disc-shaped nucleus against an existing domain wall. Use the result to find the limit of part (a) at 85 °C.

(e) Grains differ in activation field, with a Gaussian distribution of mean 20 MV/cm and standard deviation 10% of the mean. Which field now gives 10% loss in ten years, at 300 K and at 85 °C?

(f) The film has polarization 20 uC/cm² and relative permittivity 30. How thick a non-ferroelectric layer of the same permittivity at one electrode would produce the whole field of part (a), with the capacitor shorted?

(g) Suppose the law is known at only one field, 2 MV/cm. How far does the limit depend on the form used to extrapolate from there?

## Solution

### (a) The limiting field

Write $T$ for the retention time. The requirement is

$$t_0\,e^{E_a/E}\ge T .$$

Dividing by $t_0$ and taking the logarithm, which is an increasing function and so preserves the inequality, gives

$$\frac{E_a}{E}\ge L,\qquad L=\ln\frac{T}{t_0}.$$

Since $T>t_0$, $L$ is positive. Multiplying by the positive quantity $E/L$ leaves

$$E\le E_{\max}=\frac{E_a}{L}.$$

Ten years are $3.1558\times10^{8}$ s, so $T/t_0=3.1558\times10^{20}$ and

$$L=\ln 3.1558+20\ln 10=1.149+46.052=47.201 .$$

Therefore

$$E_{\max}=\frac{20\ \text{MV/cm}}{47.201}=0.424\ \text{MV/cm}.$$

Because 1 MV/cm equals 0.1 V/nm, the voltage across the film is $0.0424\ \text{V/nm}\times10\ \text{nm}=0.424$ V.

The limit depends on the retention time through a logarithm alone. The field must still go to zero as $T\to\infty$, but very slowly. At the other end, when $E$ approaches $E_a$, the exponent falls to one and switching is no longer a rare activated event, so the law loses its basis there.

The result also covers an imprint field that builds up with time. If $E(t)$ never exceeds $E_{\max}$, then $1/\tau(E(t))\le1/\tau(E_{\max})$ at every moment, and

$$\int_0^T\frac{dt}{\tau(E(t))}\le\frac{T}{\tau(E_{\max})}=1 .$$

The accumulated switching is at most that of the constant field. Applying the limit to the largest field reached is therefore safe within this law.

### (b) Sensitivity

From $\ln\tau=\ln t_0+E_a/E$, with $t_0$ measured in a fixed unit of time,

$$\frac{d\ln\tau}{d\ln E}=E\,\frac{d}{dE}\!\left(\frac{E_a}{E}\right)=-\frac{E_a}{E}.$$

At the limit this equals $-L=-47.2$: a 1% rise in field shortens the switching time by roughly 47% of an e-fold. For a rise of 10% the slope is no longer accurate enough, and the law itself must be used. The exponent changes from $L$ to $L/1.1$, so the time falls by the factor

$$e^{L-L/1.1}=e^{47.201-42.910}=e^{4.291}=73 .$$

At 0.466 MV/cm, ten years have become 50 days.

A prefactor ten times longer reduces $L$ by $\ln10=2.303$. The new limit is

$$\frac{20}{47.201-2.303}\ \text{MV/cm}=0.445\ \text{MV/cm},$$

a rise of about 5%. At fixed $E_a$ the limiting field thus tolerates a poorly known prefactor. It is proportional to $E_a$, however, so a relative error in the activation field passes to it undiminished. The two errors are linked if $E_a$ is deduced from a single measured switching time. Keeping the time at 2 MV/cm fixed while $t_0$ becomes ten times longer lowers $E_a$ to $2\,(10-2.303)=15.4$ MV/cm, and the limit to $15.4/44.898=0.343$ MV/cm.

### (c) What is left after ten years

Let $N(t)$ be the fraction of regions still in the written state. Each flips at the rate $1/\tau$, and the opposing field is assumed to prevent flips back, so

$$\frac{dN}{dt}=-\frac{N}{\tau},\qquad N(0)=1,\qquad N(t)=e^{-t/\tau}.$$

At the limit of part (a), $\tau=T$ and $N(T)=e^{-1}=0.368$. Unflipped regions contribute $+1$ and flipped regions $-1$ to the polarization in units of its initial value:

$$\frac{P_{\text{net}}}{P}=N-(1-N)=2N-1=-0.264 .$$

The net polarization has changed sign. It passed through zero when $N=1/2$, at $t=\tau\ln2$, or about 6.9 years. The field 0.424 MV/cm is thus the limit for a characteristic time of ten years; it does not guarantee a readable bit after ten years.

For a stricter condition, let $f$ be the largest flipped fraction allowed at time $T$. Setting $1-e^{-T/\tau}=f$ gives

$$\frac{T}{\tau}=-\ln(1-f).$$

Take the logarithm again. Since $\ln(T/\tau)=\ln(T/t_0)-\ln(\tau/t_0)=L-E_a/E$,

$$L-\frac{E_a}{E}=\ln[-\ln(1-f)],$$

and hence

$$E_f=\frac{E_a}{L-\ln[-\ln(1-f)]}.$$

For $f=0.10$, $-\ln0.9=0.1054$ and its logarithm is $-2.250$. The field is

$$E_f=\frac{20}{47.201+2.250}\ \text{MV/cm}=0.404\ \text{MV/cm}.$$

Two limits make the formula clear. For $f=1-e^{-1}$ the inner logarithm is $-1$, the outer one vanishes, and part (a) returns. For small $f$, $-\ln(1-f)\approx f$, so the condition becomes $\tau\approx T/f$: a tenth of the loss requires about ten times the switching time. Because of the steep law, this costs only 5% in field here.

### (d) Origin of the law and the effect of temperature

Consider a disc of reversed polarization, of radius $r$ and small thickness $h$, lying flat against a domain wall that already exists. One face of the disc removes a piece of the old wall and the other creates an equal piece, so the new wall area is the rim, $2\pi rh$. Let $\sigma$ be the effective energy per area of this rim.

The energy density of the polarization in the field is $+PE$ when the two are opposed and $-PE$ when they are aligned. Reversal therefore gains $2PE$ per volume. Where the rim faces along the polarization it carries bound charge, whose electrostatic energy is not small. For a sharp-edged disc this energy grows somewhat faster than the rim area as $r$ increases. The simplest model ignores that difference and lets a constant $\sigma$ stand for the whole cost of the rim:

$$U(r)=2\pi rh\sigma-2PE\,\pi r^2h .$$

The first term dominates at small $r$ and the second at large $r$, so there is a barrier between them. Its top follows from

$$\frac{dU}{dr}=2\pi h\sigma-4\pi PEhr=0,\qquad r^*=\frac{\sigma}{2PE}.$$

Substitution gives

$$U^*=\frac{\pi h\sigma^2}{PE}-\frac{\pi h\sigma^2}{2PE}=\frac{\pi h\sigma^2}{2PE}.$$

A smaller field requires a larger nucleus, and the barrier grows as $1/E$. If one such thermally activated event limits the flip of a region, then $\tau=t_0e^{U^*/kT_K}$, where $T_K$ is the absolute temperature. For constant $\sigma$ this is Merz's law with

$$E_a=\frac{\pi h\sigma^2}{2PkT_K}.$$

To see whether the picture gives sensible magnitudes, take $h=0.5$ nm and $P=0.20$ C/m² (20 uC/cm²). In SI units, $E_a=2\times10^9$ V/m and $kT_K=4.14\times10^{-21}$ J at 300 K. Solving for the effective rim energy,

$$\sigma=\sqrt{\frac{2PkT_KE_a}{\pi h}}=0.046\ \text{J/m}^2,$$

or 46 mJ/m². This is not the energy of a neutral domain wall, although the output lists it as a wall energy. For a sharp-edged disc in an unbounded medium of permittivity 30, the bound charge would supply most of it at the critical radius found below: about 39 mJ/m² at $r=2.7$ nm, against 21 mJ/m² at $r=0.57$ nm. The rim energy per area would then increase with $r$, and the barrier would rise faster than $1/E$ as the field falls. The derivation therefore shows how a $1/E$ barrier can arise, but it does not establish the law for this film. At $E_{\max}$ the critical radius is

$$r^*=\frac{0.0459\ \text{J/m}^2}{2(0.20\ \text{C/m}^2)(4.24\times10^7\ \text{V/m})}=2.7\ \text{nm}.$$

The barrier there is $U^*=LkT_K=1.22$ eV. This value follows from $T/t_0$ and the temperature, whatever the values of $h$ and $\sigma$.

The critical disc is 5.4 nm across, about half the film thickness. Since $r^*\propto1/E$, the critical radius would be only 0.57 nm at 2 MV/cm, comparable to $h$, and the disc would no longer be thin. Toward low fields, its diameter would reach the full 10 nm near 0.23 MV/cm. (With the bound-charge energy growing with $r$ and the same barrier at $E_{\max}$, the critical radius there is about 3.5 nm and the diameter reaches 10 nm already near 0.32 MV/cm.) Below that field a free disc no longer fits across the film, and this derivation cannot support the law. In particular, the infinite switching time that Merz's law predicts at zero field should not be trusted: a finite region can be reversed by moving a wall of finite area through it, at a finite energy cost.

Now raise the temperature while holding $\sigma$, $P$, $h$ and $t_0$ fixed. The activation field, and with it the limit, is proportional to $1/T_K$. At 85 °C, or 358.15 K,

$$E_{\max}=0.4237\times\frac{300}{358.15}\ \text{MV/cm}=0.355\ \text{MV/cm}.$$

This is a loss of 16% for constant $\sigma$. If the rim energy includes the bound charge of a sharp-edged disc and gives the same barrier at $E_{\max}$, the barrier varies roughly as $E^{-1.7}$ there, and the limit falls only to about 0.38 MV/cm, a loss of 10%. Any decrease of $\sigma$ with temperature would lower the limit further at fixed $P$, because $E_a\propto\sigma^2/P$. A decrease of $P$ would raise the limit if $\sigma$ stayed fixed, but it also reduces the part of $\sigma$ that comes from bound charge, which varies as $P^2$. Where this part dominates, the limit falls. Taking $\sigma\propto P^2$ at every radius would give $E_a\propto P^3$; the growth of the rim energy with radius makes the dependence of the limit on $P$ weaker than that.

### (e) Grains with different activation fields

Let $a$ be the activation field of a grain, distributed as a Gaussian $g(a)$ with mean $E_a$ and standard deviation $s=2$ MV/cm. For this grain $T/\tau=e^{L-a/E}$, so the average flipped fraction is

$$F(E)=\int g(a)\left[1-\exp\!\left(-e^{L-a/E}\right)\right]da .$$

The bracket is close to one for $a$ well below $EL$ and close to zero well above it. The change takes place over a range of $a$ of order $E$, which is narrow compared with $s$. As a first estimate, replace it by a sharp step at $a=EL$. The flipped grains are then those with $a<EL$. The lowest 10% of a Gaussian lies below its mean by 1.282 standard deviations, so

$$EL=E_a-1.282\,s,\qquad E=\frac{20-2.563}{47.201}\ \text{MV/cm}=0.369\ \text{MV/cm}.$$

Numerical integration of $F(E)$ and solution of $F=0.10$ give 0.3635 MV/cm, which is 1.6% lower than the estimate.

The difference comes from the random waiting times. Write the waiting time of a grain as $\tau x$, where $x$ has the probability density $e^{-x}$. The grain flips before $T$ if $a/E+\ln x<L$, or

$$a+E\ln x<EL .$$

The integrals of $\ln x$ and $(\ln x)^2$ with weight $e^{-x}$ are $-0.577$ and $1.978$. Thus $\ln x$ has mean $-0.577$ and variance $1.978-0.577^2=1.645$. The left side has mean $E_a-0.577E$ and variance $s^2+1.645E^2$. Treating it as Gaussian, which is reasonable because $s$ dominates the width, gives

$$E(L+0.577)=E_a-1.282\sqrt{s^2+1.645E^2}.$$

With $E=0.3635$ MV/cm on the right, the root is 2.054 MV/cm and the equation returns 0.3635 MV/cm. The negative mean of $\ln x$ accounts for most of the reduction, and the added width for the rest.

Compared with the 0.404 MV/cm of identical grains, the spread lowers the field for the same loss by 10%. The weakest grains set the limit, and the mean activation field alone does not describe them.

At 85 °C every $a$ is multiplied by $300/358.15$ if all grains follow the scaling of part (d). Since $a$ enters the bracket only through $a/E$, the solution scales by the same factor:

$$0.3635\times\frac{300}{358.15}\ \text{MV/cm}=0.304\ \text{MV/cm}.$$

### (f) A dead layer at the electrode

Let the film have thickness $d_f$, permittivity $\varepsilon_f$ and field $E_f$, and the layer $d_i$, $\varepsilon_i$ and $E_i$. Fields are counted positive along $P$. Here $P$ is the switchable polarization, while $\varepsilon_f$ describes the remaining linear response. With no charge at the interface, the displacement is continuous:

$$\varepsilon_0\varepsilon_fE_f+P=\varepsilon_0\varepsilon_iE_i .$$

For shorted electrodes, leaving out any difference in work function,

$$E_fd_f+E_id_i=0,\qquad E_i=-E_f\frac{d_f}{d_i}.$$

Inserting this in the first equation and collecting terms in $E_f$,

$$\varepsilon_0E_f\left(\varepsilon_f+\varepsilon_i\frac{d_f}{d_i}\right)=-P,$$

$$E_f=-\frac{Pd_i}{\varepsilon_0(\varepsilon_fd_i+\varepsilon_id_f)} .$$

The minus sign shows that the field opposes the polarization. This is the depolarization field, and it opposes either stored state. Setting its magnitude equal to $E_{\max}$ gives

$$\varepsilon_0E_{\max}(\varepsilon_fd_i+\varepsilon_id_f)=Pd_i,$$

$$d_i=\frac{\varepsilon_0\varepsilon_id_fE_{\max}}{P-\varepsilon_0\varepsilon_fE_{\max}} .$$

With both permittivities equal to 30, $\varepsilon_0\varepsilon E_{\max}=1.13$ uC/cm², and

$$d_i=10\ \text{nm}\times\frac{1.13}{20-1.13}=0.60\ \text{nm}.$$

If no charge reached the interface, a layer this thin would use the entire allowance and leave nothing for imprint. At fixed $E_{\max}$ the permitted thickness is proportional to $\varepsilon_i$, so a layer of lower permittivity must be thinner still. Two conditions limit this conclusion. The layer itself would carry the field $E_{\max}d_f/d_i=7.1$ MV/cm, which is above the usual breakdown field of oxides with such a permittivity, and electrons tunnel easily through 0.6 nm. Where the interface has states to hold it, charge can therefore compensate much of $P$ long before ten years have passed. The thickness found here describes an uncompensated film and is not a design limit. Also, the depolarization field averaged over the whole film is proportional to the net polarization and weakens as regions flip: with 1% flipped it is 2% lower. If every unflipped region felt this average, the switching time would lengthen by the factor $e^{L/0.98-L}=2.6$. That is the limit of regions much narrower than the film thickness. The electrodes screen the field of a flipped region within about one thickness, so most of the drop occurs in and next to the flipped regions. For square regions 10 nm wide or wider, with 1% flipped at random, most unflipped regions keep their full field and the mean switching time lengthens by less than 10%. A constant field therefore overstates the early loss strongly only when the regions are very narrow.

### (g) Extrapolation from a high field

At $E_c=2$ MV/cm Merz's law has the exponent $L_c=20/2=10$ and the switching time $1\ \text{ps}\times e^{10}=22$ ns. Consider the family of laws

$$\tau=t_0\exp\left[\left(\frac{E_0}{E}\right)^\alpha\right],$$

with $t_0$ held fixed and $E_0$ chosen to reproduce this one time. Then $(E_0/E_c)^\alpha=L_c$, or $E_0=E_cL_c^{1/\alpha}$. The ten-year condition $(E_0/E)^\alpha=L$ gives

$$E_{\max}^{(\alpha)}=\frac{E_0}{L^{1/\alpha}}=E_c\left(\frac{L_c}{L}\right)^{1/\alpha}.$$

For $\alpha=1$ this is $E_cL_c/L=E_a/L$, as it must be. For the other two choices,

$$\alpha=2:\quad 2\sqrt{10/47.201}\ \text{MV/cm}=0.92\ \text{MV/cm},$$

$$\alpha=\tfrac12:\quad 2\,(10/47.201)^2\ \text{MV/cm}=0.090\ \text{MV/cm}.$$

The three laws agree at 22 ns and differ by a factor of ten in the field allowed for ten years. This is a severe comparison, because a single measured time leaves $\alpha$ free. Switching times over a range of fields would restrict it, most usefully at low fields and long times, where the curves separate.

### The numbers beside a real capacitor

A thickness near 10 nm and a polarization of some 20 uC/cm² are typical of hafnium-zirconium oxide memory films, while the activation field, its spread and the dead layer depend on the process. A polycrystalline film can break the assumption of a single activation field, and a device may have to keep its data above room temperature. For the spread assumed here, 10% loss and 85 °C, the allowance falls from 0.42 to about 0.30 MV/cm, or from 0.42 to 0.30 V across 10 nm. That lower value is the more suitable budget for imprint and depolarization together, provided that Merz's law has been confirmed down to such fields and that the stated spread and temperature scaling apply. If the law has not been confirmed there, the uncertainty found in part (g) outweighs all these corrections. The numerical output below lists the values at higher precision than the rough parameters justify for a device.

## Table of computed values

```
Prefactor t0: 1.0 ps
Activation field Ea at 300 K: 20.0 MV/cm
Retention time: 10 years = 3.1558e+08 s
Ratio T/t0: 3.1558e+20
L = ln(T/t0): 47.201
Limiting field E_max: 0.4237 MV/cm
Film thickness: 10.0 nm
Voltage across film at E_max: 0.424 V
Log slope d ln(tau)/d ln(E) at E_max: -47.20
Field 10% above E_max: 0.4661 MV/cm
Switching time there: 50.0 days
Time reduction factor there: 73.0
E_max with t0 ten times longer: 0.4455 MV/cm
Unflipped fraction at E_max after T: 0.3679
Net polarization / initial there: -0.2642
Allowed flipped fraction: 0.10
Field for that loss, one Ea: 0.4044 MV/cm
Polarization: 20.0 uC/cm2
Nucleus thickness: 0.50 nm
Wall energy implied by Ea: 45.9 mJ/m2
Critical radius at E_max: 2.71 nm
Barrier at E_max, 300 K: 1.220 eV
Hot temperature: 358.15 K
E_max when hot: 0.3549 MV/cm
Relative std. deviation of Ea: 0.10
Sharp-threshold field with spread: 0.3694 MV/cm
Field for 10% loss with spread, 300 K: 0.3635 MV/cm
Field for 10% loss with spread, hot: 0.3045 MV/cm
Relative permittivity, film: 30
Relative permittivity, dead layer: 30
Dead layer using whole budget: 0.596 nm
Anchor field for other laws: 2.0 MV/cm
Switching time at anchor: 22.03 ns
E_max for exponent alpha=0.5: 0.0898 MV/cm
E_max for exponent alpha=2: 0.9206 MV/cm
```
